# Sieverts' law with its prefactor from partition functions

Q: Hydrogen enters a metal from a gas of H$_2$ molecules, and people write the dissolved amount as a constant times the square root of the pressure. I distrust both the root and the "constant". What fixes the balance between gas and metal in the first place?

A: The free energy. Let a closed vessel at temperature $T$ hold $N$ molecules in a gas volume $V$, beside a metal with $n$ dissolved H atoms. I keep the metal lattice at fixed volume. The total is $F=F_{\rm gas}(N)+F_{\rm met}(n)$. Hydrogen is conserved, so $2N+n$ is constant and $dN=-\tfrac12dn$. Then

$$dF=\mu_{\rm H}\,dn+\mu_{\rm H_2}\,dN=\left(\mu_{\rm H}-\tfrac12\mu_{\rm H_2}\right)dn ,$$

where $\mu_{\rm H}=\partial F_{\rm met}/\partial n$ and $\mu_{\rm H_2}=\partial F_{\rm gas}/\partial N$. At the minimum $dF=0$ for either sign of $dn$, hence

$$\mu_{\rm H}=\tfrac12\mu_{\rm H_2}. \tag{1}$$

The half says that one dissolved atom costs half a molecule. It holds whatever the path, so the surface may be fast or slow. A slow surface delays equilibrium but does not move it.

Q: Then you need both potentials on a common energy scale. Start with the gas.

A: For an ideal gas so thin that few translational states are occupied twice, the partition function is $Z=q^N/N!$. With Stirling's formula,

$$F_{\rm gas}=-kT\,(N\ln q-N\ln N+N),\qquad \mu_{\rm H_2}=kT\ln\frac{N}{q}. \tag{2}$$

The single-molecule sum $q$ factorizes if rotation and vibration are independent:

$$q=q_{\rm tr}\,q_{\rm rot}\,q_{\rm vib}\,e^{-\varepsilon_g/kT}.$$

Here $\varepsilon_g$ is the energy of a molecule at rest at the minimum of its potential, without zero-point motion.

Translation in a cube of side $L$ has levels $j^2h^2/8mL^2$ along each axis, with $m$ the mass of the molecule. They are dense, so the sum becomes an integral:

$$\int_0^\infty e^{-j^2h^2/8mL^2kT}\,dj=\frac12\sqrt{\frac{8\pi mL^2kT}{h^2}}=\frac{L}{\Lambda},\qquad \Lambda=\frac{h}{\sqrt{2\pi mkT}}.$$

Three axes give $q_{\rm tr}=V/\Lambda^3$. Vibration with quantum $\hbar\omega_g$, written as $x_g=\hbar\omega_g/kT$, is a geometric series:

$$q_{\rm vib}=\sum_{v=0}^\infty e^{-(v+1/2)x_g}=\frac{e^{-x_g/2}}{1-e^{-x_g}}.$$

Q: You have postponed the rotation. The two protons are identical fermions, so surely half the rotational states are forbidden?

A: They are not forbidden, but they are tied to the nuclear spin. In the electronic ground state, exchanging the protons multiplies the rotational state by $(-1)^J$. The complete state must change sign. Even $J$ therefore goes with the antisymmetric spin singlet (one state), and odd $J$ with the symmetric triplet (three states). I assume that the two kinds, para and ortho hydrogen, are in equilibrium with each other.

Write $\Theta_r=\hbar^2/(2Ik)$, with $I$ the moment of inertia, $a=\Theta_r/T$, and $f(J)=(2J+1)e^{-aJ(J+1)}$. The Euler–Maclaurin formula for points spaced by $s$ reads

$$\sum_{l=0}^{\infty} f(sl)=\frac1s\int_0^\infty f\,dJ+\frac{f(0)}2-\frac{s\,f'(0)}{12}+\dots$$

The integral is $1/a$, because $f\,dJ=e^{-au}du$ with $u=J(J+1)$. Also $f(0)=1$ and $f'(0)=2-a$. Up to terms of order $a$,

$$\sum_{\text{all }J}f=\frac1a+\frac12-\frac16=\frac1a+\frac13,\qquad
\sum_{\text{even }J}f=\frac1{2a}+\frac12-\frac13=\frac1{2a}+\frac16 .$$

The even terms make up half of the whole, so the odd terms make up the other half. With weights 1 and 3,

$$q_{\rm rot}=(1+3)\left(\frac1{2a}+\frac16\right)=\frac{2T}{\Theta_r}\left(1+\frac{\Theta_r}{3T}+\dots\right). \tag{3}$$

I keep the leading term, which is classical rotation. It equals $4\times T/(2\Theta_r)$: four spin states, and half of the classical orientations because the two ends are alike.

Q: Now the metal. The gas has an $N!$ for identical particles. Where is it for the dissolved atoms?

A: It sits in the counting of sites. Let there be $N_s$ equivalent interstitial sites, each holding at most one atom, and let the atoms not interact. The number of ways to choose the occupied sites is the binomial coefficient, which counts each set once and so already treats the atoms as identical:

$$Z_{\rm met}=\frac{N_s!}{n!\,(N_s-n)!}\,z^n .$$

Here $z$ is the partition function of one atom in its site. Stirling's formula gives

$$\frac{\partial\ln Z_{\rm met}}{\partial n}=-\ln n+\ln(N_s-n)+\ln z .$$

With the occupancy $\theta=n/N_s$,

$$\mu_{\rm H}=-kT\,\frac{\partial\ln Z_{\rm met}}{\partial n}=kT\ln\frac{\theta}{1-\theta}-kT\ln z. \tag{4}$$

A trapped atom no longer translates. Its three degrees of freedom are three oscillations with quanta $\hbar\omega_i$. With $x_i=\hbar\omega_i/kT$,

$$z=2\,e^{-\varepsilon_{\rm H}/kT}\prod_{i=1}^3\frac{e^{-x_i/2}}{1-e^{-x_i}}. \tag{5}$$

The energy $\varepsilon_{\rm H}$ belongs to the atom at rest at the bottom of its site. The factor 2 is the proton spin.

Q: A free hydrogen atom also has an electron spin. Why not 4?

A: In the metal the electron joins the band electrons, whose states near the Fermi level are shared by the whole solid. No free spin stays with the proton. The energy of that electron is contained in $\varepsilon_{\rm H}$. Any change in the thermal excitation of the band electrons, or in the vibrations of the host lattice, is neglected.

Q: Then put the pieces together, and show me where each factor of two goes.

A: Insert (2) and (4) in (1) and divide by $kT$:

$$\ln\frac{\theta}{1-\theta}-\ln z=\frac12\ln\frac Nq\quad\Longrightarrow\quad\frac{\theta}{1-\theta}=z\sqrt{\frac Nq}.$$

The ideal gas law gives $N/V=p/kT$, so

$$\frac Nq=\frac{p\Lambda^3}{kT}\cdot\frac{\Theta_r}{2T}\cdot e^{x_g/2}\left(1-e^{-x_g}\right)e^{\varepsilon_g/kT}.$$

Take the root. For the rotation, $\sqrt{\Theta_r/2T}=\tfrac12\sqrt{2\Theta_r/T}$, and this $\tfrac12$ cancels the spin factor 2 in $z$. The exponentials combine to

$$-\frac{\varepsilon_{\rm H}-\frac12\varepsilon_g}{kT}-\frac12\sum_ix_i+\frac{x_g}4=-\frac{\Delta E_0}{kT},$$

$$\Delta E_0=\Delta\varepsilon+\frac12\sum_i\hbar\omega_i-\frac14\hbar\omega_g,\qquad \Delta\varepsilon=\varepsilon_{\rm H}-\tfrac12\varepsilon_g .$$

The quarter is half of the molecule's zero-point energy $\tfrac12\hbar\omega_g$. What remains is

$$\frac{\theta}{1-\theta}=K(T)\sqrt p, \tag{6}$$

$$K=\left[\frac{2\Theta_r\Lambda^3\left(1-e^{-x_g}\right)}{kT^2}\right]^{1/2}\prod_{i=1}^3\frac1{1-e^{-x_i}}\;e^{-\Delta E_0/kT}. \tag{7}$$

For $\theta\ll1$ the denominator on the left of (6) is 1. With $r$ sites per metal atom, the ratio of H to metal atoms is then

$$c=r\theta=rK(T)\sqrt p .$$

This is Sieverts' law. The root comes from dissociation: if the molecule dissolved whole in one site, the condition would be $\mu_{\rm dissolved}=\mu_{\rm H_2}$, and the dilute amount would be proportional to $p$.

Q: What if the pressure is raised without limit?

A: Within the model, (6) gives $\theta=K\sqrt p/(1+K\sqrt p)$, which tends to 1 as the sites fill. The square-root law is the region $K\sqrt p\ll1$. In a metal that binds hydrogen strongly, $\Delta E_0$ is negative, $K$ is large at low temperature, and the dilute region ends at low pressure. Interactions between the atoms then matter as well, and (6) itself is no longer a safe guide.

Q: Give me a case with numbers.

A: Take a nickel film, used as a diffusion barrier, annealed at 673 K in forming gas with 38 Torr of H$_2$, which is 5 % of an atmosphere. Hydrogen in nickel prefers the octahedral sites, one per metal atom, so $r=1$. I use rough values: $\Delta\varepsilon=0.16$ eV and three equal quanta of 0.10 eV. For the molecule I take a quantum of 0.55 eV and a bond length of 0.074 nm, which gives $\Theta_r=87.9$ K. Then

$$\Delta E_0=0.16+\tfrac32(0.10)-\tfrac14(0.55)=0.1725\ \text{eV}.$$

With $\Lambda=0.0474$ nm, $p\Lambda^3/kT=5.81\times10^{-8}$, so the gas is indeed thin in the sense needed for (2). The occupancy is a product of five factors, in the order translation, rotation, molecular vibration, site vibration, Boltzmann factor:

$$\theta=(2.410\times10^{-4})(0.5111)(0.99996)(1.802)(0.0511)=1.13\times10^{-5}.$$

With $9.17\times10^{22}$ Ni atoms per cm$^3$, this is $1.0\times10^{18}$ H atoms per cm$^3$. The largest reduction is the first factor: a molecule in the thin gas has far more states open to it than an atom confined to a site. The energy cost contributes a further factor of about 20.

The third digit has no meaning for real nickel. Since $kT=0.058$ eV, a change of 0.01 eV in $\Delta\varepsilon$ changes $\theta$ by a factor $e^{0.01/0.058}\approx1.19$.

Q: A lost factor of two would look just as plausible. Can you get the occupancy without chemical potentials?

A: Yes. Put $1.1\times10^6$ hydrogen atoms in a closed system of $10^9$ sites and a gas volume of 1 µm$^3$ at 673 K. The probability of $n$ dissolved atoms is proportional to

$$\frac{N_s!}{n!\,(N_s-n)!}\,z^n\,\frac{q^N}{N!},\qquad N=\frac{1.1\times10^6-n}{2}.$$

I computed $z$ and $q$ by adding the box, rotor and oscillator levels one by one, with the spin weights, and then averaged over $n$. The result is a pressure of 5059 Pa and an occupancy of $1.1085\times10^{-5}$.

At that pressure (6) gives a value 2.2 % higher. This is the price of classical rotation: by (3), $q$ is really larger by $1+\Theta_r/3T$, and $K$ contains $q^{-1/2}$. For a sharper comparison I carry the rotor sum one order further. With $f'(0)=2-a$ and the next Euler–Maclaurin term $+s^3f'''(0)/720$, where $f'''(0)\approx-12a$, the sum over all $J$ gains $a/12-a/60=a/15$, and the even terms gain half of that. The correction to $q$ becomes $1+\Theta_r/3T+\Theta_r^2/15T^2$. With it included, law and sum agree to 2 parts in $10^5$. With 16 times as many hydrogen atoms in the same system, the two results give a power of $p$ equal to 0.5000.

Q: So $K$ is an Arrhenius factor with a slightly fussy prefactor. Why not call the prefactor constant and the activation energy $\Delta E_0$?

A: Because the slope of an Arrhenius plot is not $\Delta E_0$. Collect the temperature dependence of (7). Since $\Lambda^3\propto T^{-3/2}$, the bracket contains $T^{-3/2-2}=T^{-7/2}$, and its root $T^{-7/4}$:

$$\ln K=\text{const}-\frac74\ln T+\frac12\ln(1-e^{-x_g})-\sum_i\ln(1-e^{-x_i})-\frac{\Delta E_0}{kT}.$$

For any $x=E/kT$ we have $dx/dT=-x/T$, so

$$-\frac{d}{dT}\ln(1-e^{-x})=-\frac{e^{-x}}{1-e^{-x}}\frac{dx}{dT}=\frac{x}{T\,(e^x-1)} .$$

Multiplying by $kT^2$ turns this into $E/(e^x-1)$, the mean thermal energy of an oscillator above its ground level. The heat of solution per atom, at fixed lattice volume, is therefore

$$\Delta H=kT^2\frac{d\ln K}{dT}=\Delta E_0-\frac74kT+\sum_i\frac{\hbar\omega_i}{e^{x_i}-1}-\frac12\,\frac{\hbar\omega_g}{e^{x_g}-1}. \tag{8}$$

The term $\tfrac74kT$ is half the enthalpy $\tfrac72kT$ of a molecule: $\tfrac32kT$ from translation, $kT$ from rotation and $kT$ from $pV$. At 673 K, the terms of (8) are

$$\Delta H=0.1725-0.1015+0.0651-0.0000=0.136\ \text{eV}.$$

A numerical derivative of the level sums gives 0.1374 eV. The excess of 1.3 meV is again the rotor: the correction $-\tfrac12\ln(1+\Theta_r/3T)\approx-\Theta_r/6T$ to $\ln K$ adds $k\Theta_r/6=1.26$ meV to the heat.

Q: That is a difference of 0.036 eV between slope and $\Delta E_0$. Does it matter?

A: It matters for the prefactor. Define $A=Ke^{\Delta E_0/kT}$. A straight line touching the Arrhenius plot at 673 K has the intercept $Ke^{\Delta H/kT}$, which is $A$ times $e^{(\Delta H-\Delta E_0)/kT}=e^{-0.628}=0.53$. Reading that intercept as $A$ would be wrong by nearly a factor of two.

The drift of $A$ itself is milder. At a fixed 38 Torr:

| $T$ (K) | $A$ (Torr$^{-1/2}$) | $\theta$ | $\Delta H$ (eV) |
|---|---|---|---|
| 573 | $4.05\times10^{-5}$ | $0.76\times10^{-5}$ | 0.132 |
| 673 | $3.60\times10^{-5}$ | $1.13\times10^{-5}$ | 0.136 |
| 773 | $3.34\times10^{-5}$ | $1.55\times10^{-5}$ | 0.142 |

With the lattice held at fixed volume, the uptake doubles over this range while $A$ falls by 17 %. A straight Arrhenius line is thus a fair local description here, provided its two constants are not read as $A$ and $\Delta E_0$.

Q: Is there at least a definite power of $T$ in the prefactor?

A: Only in limits. From the definition of $A$ and (8), the local power is

$$\frac{d\ln A}{d\ln T}=\frac{\Delta H-\Delta E_0}{kT}.$$

If all vibrations are frozen ($x\gg1$), the oscillator terms vanish and the power is $-\tfrac74$. If a mode is classical ($x\ll1$), its thermal energy approaches $kT$. Three classical site modes add 3, giving $\tfrac54$ while the molecule's vibration is still frozen; this needs $\hbar\omega_i\ll kT\ll\hbar\omega_g$. If that becomes classical too, it subtracts $\tfrac12$, and the power is $\tfrac34$.

For the nickel example the power is $-0.63$ at 673 K, because the site modes are partly excited. The quanta 0.10 and 0.55 eV are too close for the value $\tfrac54$ to be approached: from 300 K to $10^5$ K the power stays below $\tfrac34$.

The level sums confirm the ends. With site quanta raised to 1 eV at 673 K they give $-1.728$, which is $-\tfrac74$ plus the rotor term $\Theta_r/6T=0.022$. With the original quanta at $10^5$ K they give 0.749. That second case is purely formal, since neither molecule nor metal would survive.

Q: Real potentials are not harmonic, and real films are not perfect crystals. How far off is your number?

A: I can size several effects at 673 K and 38 Torr, each taken alone, as a factor on the uptake.

For the molecule, I replace the rigid rotor and harmonic oscillator by the levels of a Morse potential with a rough well depth of 4.75 eV. Its true levels give the gas a larger $q$, and the uptake is multiplied by 0.93. This factor includes the 2.2 % from quantum rotation. A more accurate H$_2$ potential gives about 0.92.

For the site, add $0.02\,\hbar\omega\,\xi^4$ to each mode, with $\xi$ the displacement in units of $\sqrt{\hbar/M\omega}$ and $M$ the mass of the H atom. This widens the first gap by 5.4 %. With $\Delta\varepsilon$ held fixed all levels rise, and the factor is 0.87. The strength 0.02 is an illustration, not a value computed for nickel.

Tetrahedral sites, two per Ni atom, add 2 % if their ground level lies 0.25 eV higher and their quanta are 0.14 eV.

Film stress acts through the volume $v$ that one dissolved atom adds. A biaxial tension $\sigma$ has the mean normal stress $\tfrac23\sigma$, because the third direction is free. If the expansion is isotropic, the stress does the work $\tfrac23\sigma v$, so the uptake gains the factor $e^{2\sigma v/3kT}$. For 0.5 GPa and $v=0.003$ nm$^3$ this is 1.11.

Site blocking, an H–H interaction that shifts $\mu_{\rm H}$ by $0.3\,\theta$ eV, and an excluded volume of 0.04 nm$^3$ per molecule in the gas each matter by less than $10^{-4}$.

Q: You have left out grain boundaries.

A: They give the largest of the effects I sized. A site that binds hydrogen more strongly by $E_b$, with the same vibrations, has a $z$ larger by $e^{E_b/kT}$. At equal $\mu_{\rm H}$, (4) then gives its occupancy $\theta_t$:

$$\frac{\theta_t}{1-\theta_t}=e^{E_b/kT}\,\frac{\theta}{1-\theta}.$$

A spherical grain of diameter $d$ has surface $6/d$ per unit volume. Each boundary is shared by two grains, so a boundary layer of width $\delta$ fills a fraction $3\delta/d$. For $d=50$ nm and $\delta=0.5$ nm this is 0.03. Let every site in that layer bind by an extra 0.20 eV. Then $\theta_t=3.6\times10^{-4}$, about 31 times the lattice value, and the total uptake relative to a perfect crystal is

$$0.97+0.03\times31.4=1.91 .$$

So 3 % of the sites hold about half of the hydrogen. In such a film, (7) describes the hydrogen in the lattice, not the total content. The pressure law survives as long as the traps are dilute too: then $\theta_t\propto\theta\propto\sqrt p$. A measured square root is therefore no proof that the hydrogen sits in perfect lattice sites.

Q: And how does the model compare with real nickel?

A: It has the right character: nickel takes up little hydrogen, and more when hot. At one atmosphere of H$_2$ and 673 K the model gives $c=1.84\times10^{-6}\sqrt{760}=5\times10^{-5}$. The real solubility is, as a rough figure, of order $10^{-4}$. That figure is too coarse to fix the ratio. A factor between two and four corresponds to only 0.04 to 0.08 eV in $\Delta\varepsilon$, but lowering $\Delta\varepsilon$ by that much would lower $\Delta H$ to 0.10–0.06 eV, while the measured heat is, again roughly, 0.13 to 0.16 eV. The difference therefore points to the prefactor, that is to entropy the model lacks, more than to $\Delta\varepsilon$.

The fixed lattice volume is one omission of the required size. A lattice that expands freely on heating lowers $\mu_{\rm H}$ by $Bv$ times the relative volume change, with $B$ the bulk modulus. This adds $T\alpha_VBv$ to the Arrhenius slope, with $\alpha_V$ the volume expansion coefficient, and multiplies the intercept by $e^{\alpha_VBv/k}$. With the rough values $\alpha_V=4.8\times10^{-5}$ K$^{-1}$, $B=170$ GPa and $v=0.003$ nm$^3$, these are 0.10 eV and a factor near 6, and the uptake from 573 to 773 K rises by 3.5 instead of 2. With $\alpha_V=4.2\times10^{-5}$ K$^{-1}$, $B=160$ GPa and $v=0.002$ nm$^3$, they are 0.06 eV and 2.6. A measured slope is thus not the $\Delta H$ of (8).

Several omissions have not been sized. Changes in the thermal excitation of the band electrons and in the host vibrations were dropped at the start. Nickel is ferromagnetic below roughly 630 K, so the 573 K row lies in a different magnetic state from the other two, while the model uses the same $\Delta\varepsilon$ for all three. And an oxidized surface may be too slow for the film to reach equilibrium during the anneal, in which case (1) does not apply at all. The numerical output that follows gives the values used here with more digits.

## Table of computed values

```
temperature = 673 K, kT = 0.05799 eV
H2 pressure = 38.0 Torr = 5066 Pa
static energy difference = 0.160 eV
site quanta = (0.1, 0.1, 0.1) eV
H2: bond 0.074 nm, quantum 0.55 eV
H2 well depth = 4.75 eV
rotational temperature = 87.90 K
ground-level difference dE0 = 0.1725 eV
thermal wavelength of H2 = 0.04740 nm
p Lam^3/kT = 5.8069e-08
its square root = 2.4097e-04
rotation factor sqrt(2 Theta_r/T) = 0.5111
H2 vibration factor = 0.999962
site vibration factor = 1.8024
Boltzmann factor exp(-dE0/kT) = 0.05108
occupancy = H per Ni = 1.1338e-05
Ni atoms = 9.171e+22 per cm3
dissolved H = 1.040e+18 per cm3
T (K), A (Torr^-1/2), K (Torr^-1/2), H/Ni, dH (eV), exponent of A
573, 4.0477e-05, 1.2303e-06, 7.5839e-06, 0.1317, -0.826
673, 3.6009e-05, 1.8393e-06, 1.1338e-05, 0.1361, -0.628
773, 3.3398e-05, 2.5065e-06, 1.5451e-05, 0.1419, -0.460
closed box: pressure 5059.0 Pa, occupancy 1.10850e-05
closed box against law with rotor correction: 2.2e-05
power of p from closed boxes = 0.50000
rotor correction: law too high by factor 1.0221
heat of solution from level sums = 0.13736 eV
heat of solution from formula = 0.13608 eV
rotor correction to the heat = 1.26 meV
exponent, vibrations frozen = -1.7284
exponent, formal classical limit = 0.7486
Neglected effects, factor on the uptake:
real H2 levels (Morse, gap 0.5182 eV): 0.9314
quartic site term 0.02 (gap x 1.0542): 0.8703
tetrahedral sites (0.25 eV up, quanta 0.14 eV): 1.0197
tensile stress 0.5 GPa, 0.0030 nm3 per H: 1.1136
grains 50 nm, boundary 0.5 nm, binding 0.20 eV
trap site fraction = 0.030
trap occupancy = 3.565e-04
trapping: 1.913
trap law against combinatorial sum: 1.1e-05
relative effect of site blocking = 1.1e-05
relative effect of H-H energy 0.3 eV = 5.9e-05
relative effect of gas covolume 0.04 nm3 = 1.1e-05
```
